# Green-Kubo thermal conductivity and its error from one trajectory by cepstral filtering

## A flux without memory

Take one component of a heat flux, sampled at $N$ times a step $\varepsilon$ apart, and suppose that the samples $J_n$ are independent Gaussian numbers with mean zero and variance $s^2$. Their power spectrum is flat, $S=\varepsilon s^2$. The periodogram is

$$\hat S_k=\frac{\varepsilon}{N}\Big|\sum_{n=0}^{N-1}J_n e^{-2\pi i kn/N}\Big|^2 .$$

For $k\neq0,N/2$ the real and imaginary parts of the sum are independent Gaussians of variance $Ns^2/2$. Hence $\hat S_k=S\,\xi_k$, where $\xi_k$ is half the sum of two squared unit Gaussians. Its density is $e^{-\xi}$, with mean 1 and standard deviation 1. A longer trajectory gives more frequencies, but each value remains uncertain by 100 %.

The conductivity needs $S$ at zero frequency, so reading one point of the periodogram is useless and neighbouring points must be combined. Averaging their logarithms gives a wrong level, because

$$\langle\ln\xi\rangle=\int_0^\infty e^{-\xi}\ln\xi\,d\xi=-\gamma=-0.5772 .$$

The geometric mean of the periodogram tends to $e^{-\gamma}S=0.5615\,S$. The deficit does not depend on $S$, so adding $\gamma$ to the mean logarithm removes it. For a flat spectrum this detour has a price: the variance of $\ln\xi$ is $\pi^2/6=1.645$, while that of $\xi$ is 1. The logarithm becomes useful when the spectrum is not flat, since multiplicative noise of unknown size turns into additive noise of known size.

## Why zero frequency gives the conductivity

Consider a solid in which energy is the only conserved quantity that couples to the heat flux. Let $e_k$ be the spatial Fourier component of the energy density, $c$ the heat capacity per volume and $D=\kappa/c$. Fourier's law and energy conservation make a long-wave fluctuation decay as $e^{-Dk^2t}$. Its equilibrium variance is $Vck_BT^2$ for a sample of volume $V$. Assuming that spontaneous fluctuations decay by the same law,

$$\langle e_k(t)e_k^*(0)\rangle=Vck_BT^2e^{-Dk^2|t|},\qquad
S_{ee}(\omega)=Vck_BT^2\frac{2Dk^2}{\omega^2+D^2k^4}.$$

The second expression is the time Fourier transform of the first. The continuity equation, $\partial_te_k=-ik\,j_k$, gives $\omega^2S_{ee}=k^2S_{jj}$, so

$$S_{jj}=Vck_BT^2\,\frac{2D\omega^2}{\omega^2+D^2k^4}.$$

Let $k\to0$ first, at fixed $\omega$, and then let $\omega\to0$, where Fourier's law applies. The result is $S_{jj}=2Vk_BT^2\kappa$. At $k=0$ the quantity $j_0$ is $VJ$, with $J$ the volume-averaged flux in W/m², so $S_{jj}=V^2S$ and

$$\boxed{\kappa=\frac{V}{2k_BT^2}\,S(0)=\frac{V}{k_BT^2}\int_0^\infty C(t)\,dt},\qquad C(t)=\langle J(t)J(0)\rangle .$$

Here $S(f)=\int_{-\infty}^{\infty}C(t)e^{-2\pi ift}dt$ is two-sided. The factor 2 between the forms comes from $C(-t)=C(t)$. The opposite order of limits gives zero: at fixed $k$ the flux cannot carry energy in one direction for ever.

## What goes wrong with the time integral

The direct method estimates $C$ and integrates it up to a cutoff $t_c$. To find its scatter, write the integral as a weighted sum over the periodogram, $\sum_kw_k\hat S_k$, where $Nw_k$ is the discrete transform of a window equal to 1 for lags $|n|\le n_c=t_c/\varepsilon$.

Let $\ell$ independent, equivalent components be averaged. Each $\hat S_k$ then has variance $S_k^2/\ell$. The points $k$ and $N-k$ are equal, which doubles the variance of the full sum:

$$\mathrm{var}=\frac{2}{\ell}\sum_kw_k^2S_k^2\approx\frac{2S(0)^2}{\ell}\,\frac{2n_c+1}{N}\approx S(0)^2\,\frac{4t_c}{\ell T_{\rm tot}},\qquad T_{\rm tot}=N\varepsilon .$$

The first approximation assumes that the weights are concentrated where $S\approx S(0)$; Parseval's identity gives $\sum_kw_k^2=(2n_c+1)/N$. The relative error grows as $\sqrt{t_c}$, long after $C$ has decayed. A short cutoff loses signal and a long one adds noise, and the noisy running integral does not show where to stop. A better scheme needs a representation in which signal and noise can be told apart term by term.

## Noise that does not depend on the signal

For a flux with memory, the mean periodogram is

$$\langle\hat S_k\rangle=\varepsilon\sum_{|m|<N}\Big(1-\frac{|m|}{N}\Big)C(m\varepsilon)e^{-2\pi ikm/N}.$$

If $T_{\rm tot}$ greatly exceeds the correlation time, the triangular factor is nearly 1 wherever $C$ matters. The sum is then the spectrum of the sampled flux, equal to $S$ apart from aliasing. Each Fourier amplitude adds up many nearly independent stretches of trajectory. The central limit theorem makes it nearly Gaussian even if the instantaneous flux is not, and stationarity makes different frequencies uncorrelated up to end effects. So again $\hat S_k=S_k\xi_k$.

With $\ell$ components averaged, $\xi$ has a Gamma density of shape $\ell$ and mean 1, proportional to $\xi^{\ell-1}e^{-\ell\xi}$. Its moments give all that is needed:

$$\langle\xi^s\rangle=\frac{\Gamma(\ell+s)}{\Gamma(\ell)\,\ell^{\,s}},\qquad
\ln\langle e^{s\ln\xi}\rangle=\ln\Gamma(\ell+s)-\ln\Gamma(\ell)-s\ln\ell .$$

The first and second derivatives at $s=0$ are the mean and variance of $\ln\xi$:

$$\lambda_\ell=\psi(\ell)-\ln\ell,\qquad \sigma_\ell^2=\psi'(\ell),$$

with $\psi$ the logarithmic derivative of $\Gamma$. For $\ell=1$, $\lambda_1=-\gamma$. For $\ell=3$, the recurrence $\psi(x+1)=\psi(x)+1/x$ gives $\lambda_3=1+\tfrac12-\gamma-\ln3=-0.1758$. Its derivative gives $\sigma_3^2=\pi^2/6-1-\tfrac14=0.3949$. Using Euler's constant alone for a three-component average would overcorrect.

At $k=0$ the Fourier amplitude is real, so the shape is $\ell/2$ and the constant is $\lambda_{\ell/2}$. The mean flux must not be subtracted from the data beforehand: that makes $\hat S_0=0$, and its logarithm diverges.

## Filtering the logarithm

Keep frequencies from 0 to $f^*$, chosen below strong optical bands that say little about $S(0)$. This leaves the points $k=0,\dots,M$, with $M=f^*T_{\rm tot}$. Define $L_k=\ln\hat S_k-\lambda$, with the special constant at $k=0$. Continue $L_k$ evenly to a periodic sequence of length $N^*=2M$, and form its cepstral coefficients

$$\hat C_n=\frac1{N^*}\sum_{k=0}^{N^*-1}L_k\cos\frac{2\pi kn}{N^*},\qquad
L_0=\hat C_0+2\sum_{n=1}^{M-1}\hat C_n+\hat C_M .$$

Keeping every term returns the single noisy point $L_0$. A smooth $\ln S$, however, has coefficients $C_n$ that fall with $n$, while the noise is spread evenly. The remedy is to stop at $P\ll M$:

$$\ln\hat S(0)=\hat C_0+2\sum_{n=1}^{P-1}\hat C_n .$$

For the variance, combine the equal points $k$ and $N^*-k$. Apart from end points, $\hat C_n=(2/N^*)\sum_{k=1}^{M-1}L_k\cos(2\pi kn/N^*)$. The sum of squared cosines is about $N^*/4$ for $0<n<M$ and $N^*/2$ for $n=0$, hence

$$\mathrm{var}\,\hat C_n=\frac{4\sigma_\ell^2}{N^{*2}}\,\frac{N^*}{4}=\frac{\sigma_\ell^2}{N^*},\qquad
\mathrm{var}\,\hat C_0=\frac{2\sigma_\ell^2}{N^*}.$$

Orthogonality of the cosines removes covariances to the same order. Adding the variances, with a factor $2^2$ for each of the $P-1$ doubled terms, gives

$$\boxed{\frac{\delta\kappa}{\kappa}\approx\sigma_\ell\sqrt{\frac{4P-2}{N^*}}},\qquad N^*=2f^*T_{\rm tot}.$$

End points change the variance by a relative amount of order $P/N^*$. For $P=1$ the formula is the error of a flat fit, as in the opening case.

The bar requires no block averaging or repeated runs, because the noise variance is known in advance. It gives the error of $\ln\kappa$. When it is not small, the interval should be quoted as $\kappa e^{\pm\delta}$. For Gaussian errors in the logarithm, exponentiation also raises the mean of $\kappa$ by $e^{\delta^2/2}$.

## A case with known coefficients

Suppose that the flux has one exponential relaxation time $\tau$ and is sampled at intervals $1/(2f^*)$, so that $f^*$ is the highest resolved frequency. With $a=e^{-1/(2f^*\tau)}$ and $\theta=\pi f/f^*$, summing the geometric series in $a^{|n|}$ gives

$$S\propto\frac{1}{|1-ae^{-i\theta}|^2},\qquad
-\ln|1-ae^{-i\theta}|^2=2\sum_{n\ge1}\frac{a^n}{n}\cos n\theta .$$

Thus $C_n=a^n/n$. Truncation makes an error $-2\sum_{n\ge P}a^n/n$, which is negative: the peak at zero frequency is rounded off. Its size is at most $2a^P/[P(1-a)]$.

A fixed value of $a^P$ requires $P\propto f^*\tau$. Since $N^*\propto f^*$ too, the ratio $P/N^*$, and with it the bar, changes little with the cutoff in this case. Coefficient $n$ corresponds to a lag $n/(2f^*)$.

When a band is cut from a wider spectrum, its even continuation has a kink at $\theta=\pi$. Integrating $C_n=\pi^{-1}\int_0^\pi\ln S\cos n\theta\,d\theta$ by parts twice shows the consequence: a slope $L'$ at the cutoff adds $(-1)^nL'/(\pi n^2)$. The alternating sign limits the harm at zero frequency. A cutoff near a smooth minimum of $\ln S$ reduces the slope itself.

## Choosing the order, and why the obvious choice is too short

Dropping coefficient $n$ costs a squared error $C_n^2$. Keeping it costs $\sigma_\ell^2/N^*$. Since $\langle\hat C_n^2\rangle=C_n^2+\sigma_\ell^2/N^*$, an unbiased estimate of the first cost is $\hat C_n^2-\sigma_\ell^2/N^*$. Adding the costs for order $P$, multiplying by $N^*/\sigma_\ell^2$ and omitting constants gives

$$A(P)=\frac{N^*}{\sigma_\ell^2}\sum_{n\ge P}\hat C_n^2+2P .$$

This is the Akaike criterion for Gaussian coefficients of known variance, and its minimum selects $P_A$.

The criterion minimises an error summed over the whole band, whereas the conductivity needs one point. At $f=0$ every cosine equals 1, so neglected coefficients of the same sign add linearly. Each may lie below the noise while their sum does not. The bar is derived at fixed $P$ and contains neither this bias nor the effect of letting the data choose $P$. I therefore take $P=2P_A$. This is a practical rule, not a theorem. It suits spectra whose coefficients fall quickly beyond $P_A$, and raises the bar by about $\sqrt2$.

## A silica-like layer

The example uses round values for an insulating layer: $T=300$ K, a cubic box of edge 3 nm and $\kappa=1.4$ W/(m K). The flux is a synthetic Gaussian process, so that the true answer is known. It has a relaxation of 0.06 ps and damped bands at 12 and 32 THz. One trajectory contains 25,000 samples at 4 fs, or 100 ps, for each of three components. With $f^*=20$ THz,

$$N^*=2\times20\ \mathrm{THz}\times100\ \mathrm{ps}=4000 .$$

For the first trajectory $P_A=9$, so $P=18$. With the common constant $\lambda_3$ left in, the filtered level corresponds to 1.223 W/(m K). Removing it gives

$$\kappa=\frac{1.223}{0.8388}=1.458\ \mathrm{W/(m\,K)},\qquad
\frac{\delta\kappa}{\kappa}=\sqrt{\frac{0.3949\times70}{4000}}=0.083 .$$

The estimate is $1.46\pm0.12$ W/(m K), half a bar above the true value. At the same order and cutoff, a 3 % bar needs $100\,(8.31/3)^2\approx770$ ps.

Over 400 such trajectories, the predicted truncation bias in $\ln\kappa$ at fixed $P=4$ is $-0.203$, and the mean error is $-0.203$. The scatter is 0.0373 against a predicted 0.0372. At $P=20$ the truncation bias is negligible, and the scatter is 0.093 against 0.088. With one component and the same $P$, it is 0.181 against 0.179.

The automatic choice of order is more demanding. At $P_A$, 54 % of the estimates lie within one bar of the truth and 85 % within two; Gaussian errors would give 68 % and 95 %. The mean logarithmic error, $-0.018$, hides the main cause because it averages over different orders. From the exact coefficients in the output, the truncation bias is $-0.084$ at $P=6$ and $-0.043$ at $P=7$, against bars of 0.047 and 0.051. The median $P_A$ is 7, so many trajectories are cut too short. At $2P_A$ the fractions are 70 % and 94 %, and the mean error is 0.002.

The direct integral has a scatter of 6.0 %, 11.9 % and 26.1 % at cutoffs of 0.3, 1 and 5 ps. The simple formula $\sqrt{4t_c/(3T_{\rm tot})}$ gives 6.3 %, 11.5 % and 25.8 %. A direct integral stopped at 0.3 ps is therefore no noisier than the cepstral estimate above, though the running integral still oscillates there. Its mean error at 0.3 ps is about $-2.5$ % (truncation $-3.1$ %, aliasing $+0.6$ %), and it changes sign, by a few per cent either way, when the cutoff moves by 0.01 to 0.02 ps. The advantage of the cepstral route here is a stopping rule based on known noise, not a smaller variance than every possible cutoff.

## A flux produced by dynamics

The synthetic flux is Gaussian by design. A ring of 64 pinned anharmonic oscillators tests the argument on deterministic motion. In lattice units with $k_B=1$, each site has energy $p_i^2/2+q_i^4/4$ and each bond $(q_{i+1}-q_i)^2/2$. Assign half of each bond energy to either end. With $r_i=q_{i+1}-q_i$, the equations of motion are $\dot q_i=p_i$ and $\dot p_i=r_i-r_{i-1}-q_i^3$, and the pinning terms cancel in the site energy:

$$\dot e_i=p_i(r_i-r_{i-1})+\tfrac12r_i(p_{i+1}-p_i)+\tfrac12r_{i-1}(p_i-p_{i-1})=j_{i-1}-j_i,$$

where $j_i=-\tfrac12(p_i+p_{i+1})r_i$ flows from site $i$ to $i+1$. Summing over the ring gives $J_{\rm tot}=-\tfrac12\sum_ip_i(q_{i+1}-q_{i-1})$. Since $J_{\rm tot}$ is 64 times the flux density, $\kappa=S_{\rm tot}(0)/(2\cdot64\,T^2)$.

At $T=3.007$, the longest energy wave decays at rate 0.00774, and the size of its fluctuations gives an estimated heat capacity per site of 0.803. Fourier's law on the lattice gives $\kappa=0.803\times0.00774/[4\sin^2(\pi/64)]=0.645$. The rate is fitted between lags 20 and 100. The time integral of the flux correlation up to $t=40$, averaged over 96 replicas, gives 0.705. They differ by 9 %. Each value has a sampling error of about 0.02, but the gap is not scatter alone: with four times as many replicas it persists, at $0.658\pm0.011$ against $0.702\pm0.011$. The wave value falls by about 5 % if the rate is fitted between lags 40 and 160. The heat capacity 0.803 lies 3 % below the exact value 0.827 of the infinite chain. The two routes agree to about 10 %, not better.

The cepstral values, with $P=12$ and $N^*=800$ for each replica, have a logarithmic average of 0.708. The predicted bar is 0.308, and the scatter between replicas is 0.328. The first replica gives 0.375, about two bars below the average. One trajectory supplies an estimate of its uncertainty, not protection from an unlucky draw.

## What the bar leaves out

Bulk amorphous silica near room temperature conducts roughly 1.4 W/(m K), which is why that value was chosen; the band strengths in the model are not those of silica. Effects outside the statistical analysis can exceed the 8 % bar, as three estimates show.

- **Quantum heat capacity.** Classical dynamics gives every vibration a heat capacity $k_B$. For a flat density of modes up to 36 THz, the quantum value at 300 K is 0.546 of the classical one. If all modes had the same diffusivity, $\kappa$ would fall by the same factor.
- **Missing long waves.** With a rough sound velocity of 4 km/s, the lowest wave in the box has $f_b=v/L=1.33$ THz. Integrate the mode density $12\pi f^2/v^3$ times $k_Bv\Lambda/3$ up to $f_b$, with mean free path $\Lambda=\Lambda_b(f_b/f)^2$. This gives $4\pi k_B\Lambda_bf_b^3/v^2$, or about 0.26 W/(m K) for an assumed $\Lambda_b=10$ nm. It overstates the loss, because the discrete waves of the box already represent part of this range. Subtracting their sum from the full integral replaces $4\pi$ by 8.91 and leaves 0.18 W/(m K), or 13 % of the model conductivity. The constant 8.91 requires the $f^{-2}$ law to hold over many shells of box waves; if the law is cut after the first few shells, the constant lies between about 6.5 and 8.9. The result is proportional to $\Lambda_b$, which is an assumption here and not a measured value for silica.
- **Interfaces.** A 20 nm film with the estimated $\kappa$ has a resistance of 13.7 m² K/GW. Two boundaries at an assumed 5 m² K/GW each add 10, and lower the effective conductivity to $20/23.7=0.84$ W/(m K). Real boundary values depend on materials and bonding.

Aliasing at 4 fs shifts $\kappa$ by 0.6 %, well inside the bar.

The method itself fails when $\ln S$ is not smooth near zero. Examples are a vanishing $S(0)$, a low-frequency divergence as in some momentum-conserving chains, or a peak too narrow for the trajectory to resolve. Correlated components invalidate the Gamma shape $\ell$, and unequal ones must be analysed separately. In fluid mixtures, diffusion couples to the heat flux and the one-flux formula for $\kappa$ has to be replaced. The remaining values are in the numerical output.

## Values computed for the example and the checks

```
SYNTHETIC FLUX, silica-like round values
true kappa 1.4 W/(m K), T 300 K, edge 3 nm
step 4 fs, samples 25000, duration 100 ps
decay times (ps): [0.06 0.05 0.08]
band centres (THz): [ 0. 12. 32.]
variance ratios: [ 1.  3. 20.]
shares of kappa: [0.789 0.13  0.081]
rms flux, run 1: 143.3 GW/m2
cutoff 20 THz, Nstar 4000
log mean: ell=1 -0.5772, ell=3 -0.1758
  measured: -0.5759, -0.1750
log variance: ell=1 1.6449, ell=3 0.3949
factor exp(log mean): 0.5615, 0.8388
zero-frequency log mean, ell=3: -0.3690
exact cepstral c_1..c_8: [ 0.0069 -0.0938  0.1874  0.0714]
    [-0.0118  0.0206  0.0133  0.0018]
ONE TRAJECTORY (run 1)
Akaike order 9, order used 18
kappa without bias correction 1.223 W/(m K)
kappa 1.458 +- 0.121 W/(m K)
relative bar 8.31 %
kappa at Akaike order 1.484 W/(m K), bar 5.79 %
duration for a 3 % bar 768 ps
direct integral at 0.3, 1, 5 ps: [1.408 1.307 1.205] W/(m K)
OVER 400 TRAJECTORIES
ell=3 P=4: log bias exact -0.2030, measured -0.2028
   bar formula 0.0372, measured scatter 0.0373
ell=3 P=20: log bias exact -0.0002, measured -0.0047
   bar formula 0.0878, measured scatter 0.0931
ell=1 P=20: log bias exact -0.0002, measured -0.0007
   bar formula 0.1791, measured scatter 0.1812
Akaike order: median 7, 90th pct 11
1 x Akaike: mean log error -0.0177, within 1 bar 0.537, 2 bars 0.850
2 x Akaike: mean log error 0.0015, within 1 bar 0.698, 2 bars 0.940
direct scatter at 0.3, 1, 5 ps (%): [ 6.  11.9 26.1]
mean lift, ell=1 P=100: measured 1.0831, formula 1.0853
NEGLECTED EFFECTS
aliasing shift of kappa 0.59 %
quantum/classical heat capacity, flat to 36 THz: 0.546
lowest box wave 1.33 THz (v 4 km/s, path 10 nm)
missing long-wave kappa 0.257 W/(m K)
20 nm film 13.7 m2 K/GW
two boundaries, assumed 10 m2 K/GW
ANHARMONIC CHAIN, lattice units
sites 64, replicas 96, time 2000, T 3.007
heat capacity per site 0.803, wave decay rate 0.00774
kappa: wave decay 0.645, time integral 0.705
cepstral: replica 1 0.375, log-average 0.708
P 12, Nstar 800: bar 0.308, scatter 0.328
```
